# Compressing an Operator Applied to an MPS: SVD, Zip-Up, Fitting

A Heisenberg Hamiltonian is applied to a matrix product state (MPS) of bond dimension 8, and the result is compressed back to bond dimension 8. Compression by singular value decomposition (SVD) gives a relative error of $7.2\times10^{-5}$. The faster zip-up method gives $1.7\times10^{-3}$. If the same Hamiltonian is written with differently scaled internal tensors, zip-up gives $6.6\times10^{-2}$, while the SVD error stays at $7.2\times10^{-5}$. The operator, the state and the bond dimensions are the same in both cases, so what does the compression setting control?

## What the setting acts on

Let $\psi$ be an MPS with open ends, $L$ sites, $d$ states per site and bond dimension $D$. Let $O$ be a matrix product operator (MPO) of bond dimension $w$. At each site the product $\phi=O\psi$ has the tensor

$$B^{s}_{(ba),(b'a')}=\sum_{s'}W^{ss'}_{bb'}M^{s'}_{aa'} ,$$

because the sum over all input states $s'$ factorizes site by site. The pair $(ba)$ takes $wD$ values, so $\phi$ is an MPS of bond dimension $wD$. The setting selects how it is reduced to a chosen $\chi$. Applications such as Krylov methods and time evolution repeat this step many times.

All errors below are norms $\|\phi-\tilde\phi\|$ of the difference from the compressed state $\tilde\phi$; a relative error is divided by $\|\phi\|$.

Costs are multiply-adds per site far from the ends, with dense tensors. A contraction costs the product of the dimensions of all its distinct indices. A QR or SVD factorization of an $m\times n$ matrix is charged $mn\min(m,n)$; the true prefactor is omitted, so cost ratios between methods are estimates. I assume $wD\ge d\chi$.

## The floor that no method can pass

Cut the chain after site $i$ and write $\phi$ as a matrix $\Phi$, with left configurations as rows and right ones as columns. Let its singular values be $\sigma_1\ge\sigma_2\ge\dots$, with left singular vectors $u_k$. An MPS of bond dimension $\chi$ gives a matrix $A$ of rank at most $\chi$. If $P$ projects onto the column space of $A$, then $(1-P)A=0$ and

$$\|\Phi-A\|^2\ge\|(1-P)\Phi\|^2=\sum_k\sigma_k^2-\sum_k\sigma_k^2\langle u_k|P|u_k\rangle .$$

The weights $\langle u_k|P|u_k\rangle$ lie between 0 and 1 and sum to at most $\chi$. The last sum is therefore at most that of the $\chi$ largest $\sigma_k^2$. Hence

$$\|\phi-\tilde\phi\|\ge\max_i\delta_i,\qquad \delta_i^2=\sum_{k>\chi}\sigma_k^2\ \text{ at cut } i .$$

All $\delta_i$ vanish if $\chi\ge wD$. Below that, the bond dimensions do not fix the error; the spectrum of $\phi$ is needed too.

## Direct SVD: safe and expensive

The method forms $B$, makes it right-canonical by factorizations from right to left, then truncates from left to right. In right-canonical form the vectors describing the sites to the right of a bond are orthonormal, so local singular values are true Schmidt coefficients.

**Error.** Let $P_i$ project sites $1,\dots,i$ onto the left vectors kept at bond $i$, with $P_0=1$. These vectors are built from those kept at bond $i-1$ times the states of site $i$. The projectors are therefore nested: $P_jP_i=P_iP_j=P_i$ for $j\le i$. After step $i$ the state is $P_i\cdots P_1\phi=P_i\phi$, and the loss in that step is $(P_{i-1}-P_i)\phi$. For $i<j$,

$$(P_{i-1}-P_i)(P_{j-1}-P_j)=P_{j-1}-P_j-P_{j-1}+P_j=0 ,$$

so different losses are orthogonal. If $\varepsilon_i^2$ is the squared singular weight discarded at step $i$,

$$\|\phi-\tilde\phi\|^2=\sum_{i=1}^{L-1}\varepsilon_i^2 .$$

The matrix truncated at step $i$ represents $P_{i-1}\Phi$. Since $\Phi^\dagger P_{i-1}\Phi\le\Phi^\dagger\Phi$, none of its ordered singular values exceeds that of $\Phi$, and $\varepsilon_i\le\delta_i$. Each $\delta_i$ is at most the smallest achievable error $e_{\rm opt}$, so

$$\|\phi-\tilde\phi\|\le\Big(\sum_i\delta_i^2\Big)^{1/2}\le\sqrt{L-1}\;e_{\rm opt}.$$

A worst case in terms of bond dimensions also follows. The matrix at step $i$ has rank $r\le\min(wD,d\chi)$. Keeping the $\chi$ largest of $r$ squared values retains at least the fraction $\chi/r$, or everything if $r\le\chi$. Multiplying the retained fractions gives

$$\frac{\|\phi-\tilde\phi\|^2}{\|\phi\|^2}\le1-\prod_{i=1}^{L-1}\min\!\left[1,\max\!\left(\frac1d,\frac{\chi}{wD}\right)\right].$$

If a single cut is truncated, the loss is at most $1-\chi/(wD)$, and a flat spectrum attains it. Take four spins in $|0\rangle\otimes(|00\rangle+|11\rangle)/\sqrt2\otimes|0\rangle$ and apply $(1+X_1X_4)/\sqrt2$, where $X$ flips a spin. Here $D=w=2$, and the middle cut has four equal Schmidt weights. With $\chi=2$ half the squared norm is lost, as the numerical test confirms.

**Cost.** The terms are:

- forming $B$: $d^2D^2w^2$;
- factorizing a $wD\times dwD$ matrix: $dD^3w^3$;
- absorbing the triangular factor into the neighbour: $dD^3w^3$;
- the SVD of a $d\chi\times wD$ matrix: $d^2\chi^2Dw$;
- absorbing the kept $\chi\times wD$ factor: $d\chi D^2w^2$.

$$C_{\rm SVD}=2dD^3w^3+d^2D^2w^2+d\chi D^2w^2+d^2\chi^2Dw .$$

The first term does not contain $\chi$. It dominates for $w\gg1$ and $\chi\lesssim D$, where a smaller target hardly makes this method cheaper.

## Zip-up: cheap, with a metric it ignores

Zip-up never forms the full product. With $\psi$ already right-canonical, it starts at the left and carries a tensor $T_{k,(ba)}$ of size $\chi\times wD$. It absorbs the next $M$ and $W$, splits the result $Y_{(ks),(b'a')}$ by SVD, keeps $\chi$ left vectors and carries the rest onward.

**Error.** The projectors are nested as before, so the losses are again orthogonal. What changes is their size. The column index $\beta=(b'a')$ of $Y$ labels right vectors $|r_\beta\rangle$ made by part of the operator acting on part of the state, and these are not orthonormal in general. Let $X_i$ hold the discarded rows of singular values times right singular vectors. The lost vector is $\sum_{\mu\beta}(X_i)_{\mu\beta}|u_\mu\rangle|r_\beta\rangle$, with orthonormal $u_\mu$. Its squared norm gives

$$\|\phi-\tilde\phi\|^2=\sum_i{\rm Tr}\big(X_iG_iX_i^\dagger\big)\le\sum_i\lambda_{\max}(G_i)\|X_i\|^2,\qquad (G_i)_{\beta'\beta}=\langle r_\beta|r_{\beta'}\rangle .$$

The local SVD minimizes $\|X_i\|^2$, which equals the true loss if $G_i=1$ but generally differs from it otherwise. If $G_i$ is a multiple of the unit matrix at each bond, zip-up makes the same choices as direct SVD.

This explains the dependence on scaling. Inserting $gg^{-1}$ on an MPO bond leaves $O$ unchanged, but turns $Y$ into $Yg$. Unless $g$ is unitary, this can alter which left vectors look important. Direct SVD removes this freedom when it orthogonalizes the right vectors.

A sensible choice is to orthogonalize the MPO from the right as if it were an MPS with $d^2$ states per site. Its right operators on $n$ sites, suitably scaled, then obey ${\rm Tr}(O_b^\dagger O_{b'})=d^n\delta_{bb'}$. Averaged over uniformly random normalized right vectors $|a\rangle$, $\langle a|O_b^\dagger O_{b'}|a\rangle$ equals $\delta_{bb'}$. For the actual $\psi$ this is no guarantee. The orthogonalization costs $2d^2w^3$ per site, once per operator.

**Cost.** Absorbing $M$ costs $d\chi D^2w$, absorbing $W$ costs $d^2\chi Dw^2$, and the SVD of a $d\chi\times wD$ matrix costs $d^2\chi^2Dw$:

$$C_{\rm zip}=d\chi D^2w+d^2\chi Dw^2+d^2\chi^2Dw .$$

**Refinement.** Zip up to $2\chi$, then truncate to $\chi$ by an SVD sweep from right to left. The zipped state is already left-canonical, so this sweep needs no preparation. Its two operations, for $d\ge2$, are the SVD of a $d\chi\times2\chi$ matrix and the absorption of a $\chi\times2\chi$ factor. Each costs $4d\chi^3$, independent of $w$.

Let $e_1$ be the zip-up error at $2\chi$. The distance from a state to the set of rank-$\chi$ states changes by at most $e_1$ when the state moves by $e_1$, so the tails of the zipped state are at most $\delta_i+e_1$. The triangle inequality, used for the states and then for the list of tails, gives

$$\|\phi-\tilde\phi\|\le e_1+\Big[\sum_i(\delta_i+e_1)^2\Big]^{1/2}\le\Big(\sum_i\delta_i^2\Big)^{1/2}+\big(1+\sqrt{L-1}\big)e_1 .$$

The refined result is nearly as safe as direct SVD when $e_1$ is small compared with the tails.

## Variational fitting: improves a given start

Fitting takes a trial MPS of bond dimension $\chi$ and improves one tensor at a time. Keep the vectors to the left and right of the active site orthonormal. The trial state has coefficients $C$ in that basis, and $\phi$ has overlaps $F$ with it. Completing the square,

$$\|\phi-\tilde\phi\|^2=\|\phi\|^2-2\,{\rm Re}\langle C,F\rangle+\|C\|^2=\|\phi\|^2-\|F\|^2+\|C-F\|^2 .$$

The best choice is $C=F$, with squared error $\|\phi\|^2-\|F\|^2$. Moving the active site by a QR factorization does not change the state, so the error never rises. The result is at least as good as its start, but it need not be the global optimum.

**Cost.** Absorbing $M$ and $W$ costs the same as in zip-up. Forming $F$ and updating the stored overlaps cost $d\chi^2Dw$ each, and the QR costs $d\chi^3$. One half sweep, from one end to the other, needs

$$C_{\rm fit}=d\chi D^2w+d^2\chi Dw^2+2d\chi^2Dw+d\chi^3 .$$

The first half sweep also needs the overlaps from the opposite side, built once at a cost of $d\chi D^2w+d^2\chi Dw^2+d\chi^2Dw$.

**Judging convergence.** The error formula needs $\|\phi\|^2$. Contracting $\langle\psi|O^\dagger O|\psi\rangle$ site by site absorbs two state tensors at $dD^3w^2$ each and two operator tensors at $d^2D^2w^3$ each. For $\chi=D$ and large $w$ this exceeds a half sweep. The optimization itself does not need it. In double precision the subtraction has a rounding error of order $10^{-16}\|\phi\|^2$, so it cannot resolve relative errors below about $10^{-8}$.

## Comparing costs at $\chi=D$

For $1\ll w\ll D$, direct SVD costs about $2dD^3w^3$, zip-up costs about $(d+d^2)D^3w$, and

$$\frac{C_{\rm SVD}}{C_{\rm zip}}\approx\frac{2dD^3w^3}{(d+d^2)D^3w}=\frac{2w^2}{1+d}.$$

At $d=2$, $D=1000$, $w=30$ this gives 600; the full polynomials give $1.099\times10^{14}/1.836\times10^{11}\approx599$. A fitting half sweep costs $1.856\times10^{11}$, and the norm $3.8\times10^{12}$, about 20 half sweeps.

In the opposite limit, $w\gg D$, the term $d^2D^2w^2$ dominates both cheap methods, and the ratio becomes $2Dw/d$. For zip-up the two leading terms are equal at $w=(1+d)D/d$.

The polynomials were tested against operations counted in actual runs when one site is added to a long chain. For $d=2$, $D=12$, $w=5$, $\chi=10$, the zip-up terms are $14400+12000+24000=50400$, the counted value.

Wall times behave less ideally. For $L=20$ and $D=\chi=16$, raising $w$ from 8 to 32 lengthened direct SVD by a factor of 17, zip-up by 2.5 and a fitting half sweep by 1.8. For direct SVD the leading term alone would give $4^3=64$, and the full operation count for this chain, whose matrices are smaller near the ends, gives 51. Operation counts alone therefore do not predict wall times; the causes of the difference were not measured.

## Reading a real run

The example is an open spin-½ chain with $H=J\sum_i\mathbf S_i\cdot\mathbf S_{i+1}$, $L=12$, and $J=1$ as the energy unit. The input is $e^{-\tau H}|{\rm N\acute eel}\rangle$ with $\tau=0.5/J$, compressed to $D$ and normalized. The MPO has $w=5$ and is orthogonalized as above. Relative errors, with fitting started from zip-up and run for eight half sweeps, are:

| $D,\chi$ | floor | SVD | zip-up | refined | fit |
|---|---|---|---|---|---|
| 8, 4 | 6.0e-3 | 1.57e-2 | 3.69e-2 | 1.58e-2 | 2.51e-2 |
| 8, 8 | 3.3e-5 | 7.20e-5 | 1.68e-3 | 7.20e-5 | 7.20e-5 |
| 8, 16 | 2.2e-8 | 3.60e-8 | 2.73e-6 | 3.60e-8 | 3.60e-8 |

**The target sets the compression error here.** At $\chi=4$, changing $D$ from 8 to 4 leaves the SVD error at 1.57e-2. Raising $\chi$ from 8 to 16 at $D=8$ reduces it by a factor of 2000, because the Schmidt spectrum of this $\phi$ falls quickly. At $\chi=wD=40$ every method is accurate to rounding. These errors are measured against $H\psi$ for the compressed input $\psi$, so they leave out the error of the input itself. That error can dominate: for $D=4$ and $\chi=16$ the compression is exact to rounding, because the rank of this $H\psi$ is at most 12 at every cut, below $wD=20$, but the result differs from $H$ applied to the uncompressed state by a relative $1.2\times10^{-4}$.

**Direct SVD is close to optimal.** At $D=\chi=8$ its error is $7.20/3.27\approx2.2$ times the floor, within the guaranteed $\sqrt{11}\approx3.3$. Since $\|H\psi\|=4.458\,J$, the absolute error is $7.20\times10^{-5}\times4.458\,J\approx3.2\times10^{-4}\,J$.

**Zip-up pays for its metric.** Its error at $D=\chi=8$ is 23 times that of SVD. The root of the summed local weights, $1.76\times10^{-3}$ of the norm, happens to be near the true $1.68\times10^{-3}$, but it is not a bound; the Gram-matrix bound is $5.1\times10^{-3}$.

The poor scaling in the opening used the unorthogonalized MPO, with bond channels multiplied by $1,10^{-1},\dots,10^{-4}$ and the next tensor divided by the same factors. The largest factor belongs to the channel in which no interaction term has yet begun, the smallest to the channel of terms already completed on the left. The SVD then favours left vectors of $\psi$ over those created by $H$. At the middle cut, the share of the kept left space that lies in the left space of $\psi$ rises from 0.67 without the factors to 0.87 with them. Suppressing the completed terms is enough to do such damage: scaling that channel alone by $10^{-4}$ gives an error of $0.17$, whereas raising the first channel alone by 10 gives $1.8\times10^{-3}$. The opposite imbalance is harmful too: the same five factors in reverse order give $8.5\times10^{-2}$, with a share of 0.64. The missing orthogonalization is not to blame for the 40-fold loss: without the factors, the same unorthogonalized MPO gives $1.74\times10^{-3}$.

**Refinement removes the zip-up loss here.** With the orthogonalized MPO at $D=\chi=8$, the bound derived above is $7.20\times10^{-5}+(1+\sqrt{11})\times2.73\times10^{-6}\approx8.4\times10^{-5}$. The error found is $7.20\times10^{-5}$.

**The result of fitting depends on its start.** At $D=\chi=8$, a start from zip-up reaches the SVD error, whereas a start from $\psi$ itself is still at $1.25\times10^{-4}$ after eight half sweeps. At $D=8$, $\chi=4$ even the zip-up start is at $2.51\times10^{-2}$ after eight half sweeps, well above direct SVD. A symmetry holds up the run from $\psi$. Since $H$ conserves the total $S^z$, the vectors at each bond can be chosen with definite $S^z$, and one-site updates cannot raise the number of vectors with a given value. With this symmetry kept exactly, the run stays at $1.25\times10^{-4}$ even after 300 half sweeps. In ordinary floating-point arithmetic, rounding errors break the symmetry, and the run reaches $7.20\times10^{-5}$ within 40 half sweeps. A random admixture of relative size $10^{-3}$ in the starting bond vectors speeds up the escape: in six runs with different random numbers, the error after eight half sweeps was between $7.2\times10^{-5}$ and $7.9\times10^{-5}$. Such noise is no general cure. At $\chi=4$, six runs from zip-up with admixtures of the same size were continued to 300 half sweeps: two reached the SVD error of $1.57\times10^{-2}$, but four were still above $2.0\times10^{-2}$. Fitting can also win: for a complex random state and operator it gave 0.407, against 0.412 for SVD and 0.635 for zip-up.

## Choosing

- Use direct SVD when $2dD^3w^3$ operations and $dD^2w^2$ stored numbers per site are affordable. The discarded weights then give the error directly.
- Otherwise use zip-up to $2\chi$ with an orthogonalized MPO, followed by the SVD sweep. Check it by repeating with a larger intermediate bond dimension.
- If fitting is added, start it from the refined state. It can then only keep or lower that error, up to rounding.
- If the floor $\max_i\delta_i$ is too high, change $\chi$, not the method.

The numerical output below lists the remaining cases.

## Computed results

```
Complex random test, relative errors (L=7,d=3,D=4,w=3,chi=5):
  SVD 0.4118, zip-up 0.6345, fit 0.4070
Flat spectrum, D=w=chi=2: squared relative error 0.500000
Heisenberg chain: L=12, d=2, w=5, tau=0.5 1/J
Relative errors (dimensionless):
 D=4, chi=4: floor 6.024e-03, SVD bound 1.576e-02
   SVD 1.570e-02, zip 3.691e-02, zip(2chi)+SVD 1.575e-02, fit 2.516e-02
 D=8, chi=4: floor 6.027e-03, SVD bound 1.576e-02
   SVD 1.571e-02, zip 3.692e-02, zip(2chi)+SVD 1.576e-02, fit 2.515e-02
 D=8, chi=8: floor 3.274e-05, SVD bound 7.200e-05
   SVD 7.199e-05, zip 1.678e-03, zip(2chi)+SVD 7.200e-05, fit 7.199e-05
 D=8, chi=16: floor 2.217e-08, SVD bound 3.603e-08
   SVD 3.603e-08, zip 2.726e-06, zip(2chi)+SVD 3.603e-08, fit 3.603e-08
 D=16, chi=16: floor 1.964e-08, SVD bound 3.214e-08
   SVD 3.214e-08, zip 2.748e-06, zip(2chi)+SVD 3.214e-08, fit 3.214e-08
 D=8, chi=40: floor 1.015e-20, SVD bound 1.015e-20
   SVD 3.867e-15, zip 1.194e-14, zip(2chi)+SVD 1.265e-14, fit 5.956e-16
Details for D=chi=8:
  input overlap with uncompressed state 1.00000000
  norm of H psi 4.458453 J
  zip-up: root local discarded weight / norm 1.756e-03
  zip-up: Gram-matrix error bound / norm 5.052e-03
  fit error after 1 half sweeps 7.462476e-05
  fit error after 2 half sweeps 7.204557e-05
  fit error after 4 half sweeps 7.199287e-05
  fit error after 8 half sweeps 7.199123e-05
  fit error when started from psi, 8 half sweeps 1.248872e-04
  poor MPO gauge: SVD 7.199e-05, zip-up 6.645e-02
Bulk-site operations, d=2, D=12, w=5, chi=10:
  SVD 974400, zip 50400, fit half sweep 52400, norm 316800
Bulk-site operations, d=2, D=8, w=7, chi=11:
  SVD 811104, zip 54208, fit half sweep 56870, norm 275968
Cost formulas at d=2, D=chi=1000, w=30 (operations per site):
  SVD 1.099e+14, zip 1.836e+11, fit half sweep 1.856e+11, norm 3.816e+12
  SVD / zip-up cost ratio 598.7
Wall time, L=20, D=chi=16, w=8 (ms):
  SVD 62.05, zip 11.47, fit half sweep 4.85
Wall time, L=20, D=chi=16, w=32 (ms):
  SVD 1070.29, zip 28.40, fit half sweep 8.96
Time growth from w=8 to w=32 (factor):
  SVD 17.2, zip 2.5, fit half sweep 1.8
```
